# Does scaling imply the Callan-Gross relation? A referee's comment

The central argument of the manuscript can be condensed as follows.

> In deep inelastic scattering at large $Q^2$ no mass scale remains. The dimensionless structure functions $F_1$ and $F_2$ can then depend on $x$ alone. Since the target is unpolarized, the spin of its constituents is averaged away, and the ratio of the two functions must be the kinematic factor $2x$. The relation $F_2=2xF_1$ is therefore a consequence of scaling.

The first two sentences are acceptable in the parton model. The question is whether the last two follow from them. I examine this at tree level, with one exchanged photon and parity-conserving currents.

## What scaling leaves open

I use $\hbar=c=1$, the metric $(+,-,-,-)$, and momenta in GeV; the structure functions are dimensionless. The target has momentum $P$, the photon $q$, with $Q^2=-q^2$ and $x=Q^2/(2P\cdot q)$. With states normalized to $2E$ particles per unit volume and the current in units of $e$, the spin-averaged hadronic tensor is

$$W^{\mu\nu}=\frac{1}{4\pi}\sum_X(2\pi)^4\delta^4(P+q-p_X)\langle P|J^\mu|X\rangle\langle X|J^\nu|P\rangle .$$

Current conservation and parity reduce it to two functions:

$$W^{\mu\nu}=\left(-g^{\mu\nu}+\frac{q^\mu q^\nu}{q^2}\right)F_1+\frac{\hat P^\mu\hat P^\nu}{P\cdot q}F_2,\qquad \hat P=P-q\,\frac{P\cdot q}{q^2}.$$

Neglect the target mass $M$, which requires $4x^2M^2/Q^2\ll1$, and choose the frame $q=(0,0,0,-Q)$, $P=(E,0,0,E)$. Then $P\cdot q=EQ$, so $E=Q/(2x)$, and $\hat P=(E,0,0,0)$. The components are

$$W^{11}=F_1,\qquad W^{00}=-F_1+\frac{E^2}{EQ}F_2=\frac{F_2}{2x}-F_1 .$$

The first describes absorption of a transverse photon, the second of a longitudinal one, whose polarization vector here is $(1,0,0,0)$. Hence

$$R\equiv\frac{\sigma_L}{\sigma_T}=\frac{W^{00}}{W^{11}}=\frac{F_2}{2xF_1}-1 .$$

Each diagonal component is a sum of squared moduli and cannot be negative. It follows that $0\le 2xF_1\le F_2$. Scaling adds that the ratio $2xF_1/F_2$ does not vary with $Q^2$ at fixed $x$. It does not select a value between 0 and 1. The Callan-Gross relation is the upper end of this interval, and the statement $W^{00}=0$ needs a dynamical reason.

## The same calculation for two kinds of parton

Let the photon scatter elastically and incoherently from a pointlike parton of momentum $p$, mass $m$ and charge $e_i$ (in units of $e$), with $p'=p+q$. The final mass-shell condition $(p+q)^2=m^2$ gives $2p\cdot q=Q^2$. The part of $p$ that is orthogonal to $q$ is therefore

$$\hat p=p-q\,\frac{p\cdot q}{q^2}=p+\frac q2 .$$

For a minimally coupled scalar the current per unit charge is $(p+p')^\mu=(2p+q)^\mu=2\hat p^\mu$, so its current tensor is

$$T_0^{\mu\nu}=4\hat p^\mu\hat p^\nu .$$

For a Dirac parton, averaging over initial and summing over final spins gives

$$T_{1/2}^{\mu\nu}=\tfrac12\mathrm{Tr}[(\not p'+m)\gamma^\mu(\not p+m)\gamma^\nu]
=2\left[p'^\mu p^\nu+p^\mu p'^\nu-g^{\mu\nu}(p\cdot p'-m^2)\right].$$

Here $p\cdot p'-m^2=p\cdot q=Q^2/2$. Inserting $p'=p+q$,

$$T_{1/2}^{\mu\nu}=4p^\mu p^\nu+2(p^\mu q^\nu+q^\mu p^\nu)-Q^2g^{\mu\nu}.$$

Since $4\hat p^\mu\hat p^\nu=4p^\mu p^\nu+2(p^\mu q^\nu+q^\mu p^\nu)+q^\mu q^\nu$, and $-q^\mu q^\nu=Q^2q^\mu q^\nu/q^2$, this becomes

$$T_{1/2}^{\mu\nu}=4\hat p^\mu\hat p^\nu+Q^2\left(-g^{\mu\nu}+\frac{q^\mu q^\nu}{q^2}\right).$$

The spin average has not removed the spin. It leaves the second term, which the scalar lacks and which has the tensor structure multiplying $F_1$.

To pass to the target, take massless collinear partons, $p=\xi P$, with number densities $f_i(\xi)$. The one-particle phase space contributes $2\pi\,\delta(2p\cdot q-Q^2)$, which with the prefactor $1/(4\pi)$ gives $\tfrac12\delta(2p\cdot q-Q^2)$. The tensors refer to $2E$ particles per unit volume, so the quantity that adds per particle is the tensor divided by $2E$. A parton has energy $\xi E$, hence a factor $1/\xi$:

$$W^{\mu\nu}=\sum_i e_i^2\int_0^1 d\xi\,\frac{f_i(\xi)}{\xi}\,\frac12\,\delta(2\xi P\cdot q-Q^2)\,T_i^{\mu\nu}(\xi P).$$

The delta function equals $\delta(\xi-x)/(2P\cdot q)$, and $\hat p=x\hat P$. For Dirac partons the coefficients of the two structures are

$$F_1=\sum_i e_i^2\frac{f_i(x)}{x}\,\frac{Q^2}{4P\cdot q}=\frac12\sum_i e_i^2f_i(x),$$

$$\frac{F_2}{P\cdot q}=\sum_i e_i^2\frac{f_i(x)}{x}\,\frac{4x^2}{4P\cdot q}\quad\Rightarrow\quad F_2=x\sum_i e_i^2f_i(x).$$

Thus $F_2=2xF_1$. For scalars the second result is unchanged and $F_1=0$. If the $f_i$ do not depend on $Q^2$, both models scale. The scalar model is a counterexample to the manuscript's inference.

A mixture gives

$$\frac{2xF_1}{F_2}=\frac{\sum_{\rm Dirac}e_i^2f_i(x)}{\sum_{\rm all}e_i^2f_i(x)} .$$

Within this class of partons the ratio measures the charge-squared-weighted share of Dirac constituents at the chosen $x$. It does not by itself rule out constituents of higher spin, which are outside the calculation.

## Why the longitudinal part vanishes

The Dirac equation gives the reason in one line. For a massless collinear parton $P=p/\xi$, so

$$P_\mu\,\bar u(p')\gamma^\mu u(p)=\frac1\xi\,\bar u(p')\not p\,u(p)=0 .$$

In the frame used above, current conservation makes $J^3=0$, hence $P_\mu J^\mu=EJ^0$. The equation therefore says $J^0=0$: no longitudinal photon is absorbed. The scalar current instead gives $P\cdot(2p+q)=P\cdot q\neq0$.

Angular momentum gives the same picture. In this frame the parton enters with $p_z=Q/2$ and leaves with $p_z=-Q/2$. The coupling $\gamma^\mu$ conserves the helicity of a massless Dirac particle. With the direction of motion reversed, $J_z$ must change by one unit, which a transverse photon can supply and a longitudinal one cannot. A scalar moving along $z$ has $J_z=0$ before and after, so it can absorb the longitudinal photon but not the transverse one.

The strengths follow from $\hat p=(Q/2,0,0,0)$:

- scalar: $T^{00}=Q^2$ and $T^{11}=0$;
- Dirac: $T^{00}=Q^2-Q^2=0$ and $T^{11}=Q^2$.

A circularly polarized photon couples to $(J^1\pm iJ^2)/\sqrt2$ and changes $J_z$ in one direction only, so just one of the two initial spins can absorb it. The explicit spinor amplitude for that spin reversal has modulus $1.414\,Q$. The average over the two initial spins is $(2Q^2+0)/2=Q^2$, which equals $(T^{11}+T^{22})/2=T^{11}$. The equality of the two total strengths explains why $F_2=2x(W^{00}+W^{11})$ is the same for both kinds of parton. A measurement of $F_2$ alone, however well it scales, cannot tell them apart.

## What would distinguish them

The author should use the dependence on $y=P\cdot q/P\cdot k$, where $k$ and $k'$ are the lepton momenta. For massless leptons and $s=2P\cdot k$,

$$d\sigma=\frac{1}{2s}\,\frac{e^4}{Q^4}\,L_{\mu\nu}\,4\pi W^{\mu\nu}\frac{d^3k'}{(2\pi)^32E'},\qquad L^{\mu\nu}=2\left[k^\mu k'^\nu+k'^\mu k^\nu-g^{\mu\nu}k\cdot k'\right].$$

Write $k'=(1-y)k+bP+k_\perp$. Then $Q^2=2k\cdot k'=bs$, and $k'^2=0$ gives $|k_\perp|^2=(1-y)Q^2$. The measure $d^3k'/(2E')=dy\,d^2k_\perp/[2(1-y)]$ becomes $(\pi/2)\,dy\,dQ^2$ after the azimuthal integration. With $Q^2=xys$ this is $(\pi/2)\,ys\,dx\,dy$.

For the contraction, $q_\mu L^{\mu\nu}=0$ removes all terms in $q^\mu$. Using $k\cdot k'=Q^2/2$, the $-g^{\mu\nu}$ term gives $2Q^2F_1=2xys\,F_1$. The other gives

$$\frac{4(P\cdot k)(P\cdot k')}{P\cdot q}F_2=\frac{s^2(1-y)}{ys/2}F_2=\frac{2s(1-y)}{y}F_2 .$$

Collecting factors with $e^2=4\pi\alpha$,

$$\frac{d^2\sigma}{dx\,dy}=\frac{2\pi\alpha^2y}{Q^4}L_{\mu\nu}W^{\mu\nu}=\frac{4\pi\alpha^2s}{Q^4}\left[xy^2F_1+(1-y)F_2\right].$$

The bracket, the reduced cross section, is $F_2[1+(1-y)^2]/2$ for Dirac partons and $F_2(1-y)$ for scalars. At fixed $x$ and $Q^2$, $y$ is varied by changing the beam energy, since $y=Q^2/(xs)$.

## A model target

Consider two partons with charges $2/3$ and $1/3$, each with $f(x)=6x(1-x)$. Each density integrates to one, and each parton carries half the momentum on average. At $x=0.25$, $f=6(0.25)(0.75)=1.125$. The squared charges add to $4/9+1/9=5/9$, so in every version

$$F_2=0.25\times\tfrac59\times1.125=0.156 .$$

If both partons are Dirac particles, $F_1=\tfrac12\times\tfrac59\times1.125=0.3125$ and $2xF_1/F_2=1$. If both are scalars, $F_1=0$. If only the parton of charge $2/3$ is a Dirac particle, $F_1=\tfrac12\times\tfrac49\times1.125=0.25$, the ratio is $0.8$, and $R=1/0.8-1=0.25$. The values at $Q^2=10$ and $1000\ \mathrm{GeV}^2$ agree to the printed digits: three scaling targets, one $F_2$, three values of $F_1$.

The reduced cross sections are:

| $y$ | both Dirac | mixed | both scalar |
|---|---:|---:|---:|
| 0.1 | 0.141 | 0.141 | 0.141 |
| 0.5 | 0.098 | 0.094 | 0.078 |
| 0.9 | 0.079 | 0.066 | 0.016 |

At small $y$ the $F_1$ term is suppressed by $y^2$, and the versions nearly coincide. At $y=0.9$ the all-Dirac value is about five times the all-scalar one.

## Conditions the revised claim must state

The value $R=0$ for Dirac partons assumes that they are collinear and massless; for scalars, $\sigma_T=0$ requires only that they are collinear. Give a free parton a transverse momentum $k_T$ and a mass $m$. The mass-shell condition still fixes $p_z=Q/2$, so $4\hat p_0^2=Q^2+4m^2+4k_T^2$, while the mean of $4\hat p_1^2$ and $4\hat p_2^2$ is $2k_T^2$. Adding the spin term for the Dirac case,

$$\left.\frac{\sigma_L}{\sigma_T}\right|_{\rm Dirac}=\frac{4(m^2+k_T^2)}{Q^2+2k_T^2},\qquad
\left.\frac{\sigma_T}{\sigma_L}\right|_{\rm scalar}=\frac{2k_T^2}{Q^2+4m^2+4k_T^2}.$$

For $m=0$ and $k_T=0.5$ GeV these are $0.095$ and $0.045$ at $Q^2=10\ \mathrm{GeV}^2$, but $0.0010$ and $0.0005$ at $1000\ \mathrm{GeV}^2$. A small nonzero $R$ at moderate $Q^2$ is thus no evidence for scalars by itself; its $Q^2$ dependence matters. These are single-parton ratios, without interactions between partons or radiation. For real quarks radiation is not negligible: emission of one gluon by massless collinear Dirac partons gives, at first order in the strong coupling and without gluons in the target, $R\approx\frac{4\alpha_s}{3\pi f(x)}\int_x^1\frac{d\xi}{\xi}\,\frac{x}{\xi}\,f(\xi)$, which is $0.36\,\alpha_s$ for the model density at $x=0.25$. With $\alpha_s\approx0.23$ and $0.14$ at $Q^2=10$ and $1000\ \mathrm{GeV}^2$ this is about $0.08$ and $0.05$. It falls only logarithmically, so a slowly varying $R$ of this size is no evidence for scalars either.

Nor is spin one-half sufficient without the pointlike Dirac coupling. Add a Pauli term, $\gamma^\mu\to\gamma^\mu+ia\sigma^{\mu\nu}q_\nu$, for a massless collinear parton. With $i\sigma^{\mu\nu}q_\nu=-\tfrac12[\gamma^\mu,\not q]$, $\not p\,u=0$ and $\bar u'\not p'=0$,

$$\bar u'\gamma^\mu\not q\,u=2p'^\mu\bar u'u,\qquad \bar u'\not q\gamma^\mu u=-2p^\mu\bar u'u,$$

so the added current is $-a(p+p')^\mu\bar u'u$. It has the vector form of a scalar current and reverses helicity. Its interference with the $\gamma^\mu$ term is a trace of an odd number of gamma matrices and vanishes. Since $p^0+p'^0=Q$ and $\tfrac12\mathrm{Tr}[\not p'\not p]=2p\cdot p'=Q^2$, we get $T^{00}=a^2Q^4$, while $T^{11}=Q^2$ is unchanged. Therefore $R=a^2Q^2$. For $a=0.1\ \mathrm{GeV}^{-1}$ this is $0.1$, $1$ and $10$ at $Q^2=10$, $100$ and $1000\ \mathrm{GeV}^2$.

A constant $a$ thus spoils the scaling of $F_2$ and the Callan-Gross relation together. A coupling falling as $a=c/Q$ would keep scaling and give $R=c^2$, but it would not be pointlike.

I recommend that the claim be replaced by this one: in the Bjorken limit at tree level, incoherent collinear partons with the pointlike Dirac coupling give $F_2=2xF_1$, whereas minimally coupled scalar partons give $F_1=0$ with the same scaling $F_2$. The numerical output below gives the values behind the example.

## Values computed for the example and the checks

```
Bjorken x = 0.25; parton density f(x) = 1.1250
partons of each kind = 1.000; momentum share = 0.500
mixed model: Dirac charge 2/3, scalar charge 1/3 (units of e)
both Dirac, Q2 = 10 GeV^2: F1 = 0.31250, F2 = 0.15625, 2xF1/F2 = 1.0000
both Dirac, Q2 = 1000 GeV^2: F1 = 0.31250, F2 = 0.15625, 2xF1/F2 = 1.0000
both scalar, Q2 = 10 GeV^2: F1 = 0.00000, F2 = 0.15625, 2xF1/F2 = 0.0000
both scalar, Q2 = 1000 GeV^2: F1 = 0.00000, F2 = 0.15625, 2xF1/F2 = 0.0000
mixed, Q2 = 10 GeV^2: F1 = 0.25000, F2 = 0.15625, 2xF1/F2 = 0.8000
mixed, Q2 = 1000 GeV^2: F1 = 0.25000, F2 = 0.15625, 2xF1/F2 = 0.8000
mixed: R = sigma_L/sigma_T = 0.2500
both Dirac: reduced cross section at y = 0.1, 0.5, 0.9: 0.14141, 0.09766, 0.07891
both scalar: reduced cross section at y = 0.1, 0.5, 0.9: 0.14063, 0.07812, 0.01562
mixed: reduced cross section at y = 0.1, 0.5, 0.9: 0.14125, 0.09375, 0.06625
Breit frame, massless Dirac: largest |J_long|/Q = 0.0000
  J_z changed by one unit: |J_trans|/Q = 1.4142
  J_z unchanged: |J_trans|/Q = 0.0000
strengths/Q2, Dirac: L = 0.0000, T = 1.0000
strengths/Q2, scalar: L = 1.0000, T = 0.0000
transverse momentum kT = 0.50 GeV, parton mass = 0 GeV
Pauli coupling a = 0.10 GeV^-1 (used with kT = 0)
Q2 = 10 GeV^2: Dirac sigma_L/sigma_T = 0.09524, scalar sigma_T/sigma_L = 0.04545
  with Pauli term: sigma_L/sigma_T = 0.1000
Q2 = 100 GeV^2: Dirac sigma_L/sigma_T = 0.00995, scalar sigma_T/sigma_L = 0.00495
  with Pauli term: sigma_L/sigma_T = 1.0000
Q2 = 1000 GeV^2: Dirac sigma_L/sigma_T = 0.00100, scalar sigma_T/sigma_L = 0.00050
  with Pauli term: sigma_L/sigma_T = 10.0000
```
